Comment on curing a polar periodic slab by adding vacuum

**The argument under review**

The manuscript treats a slab whose two faces differ. The slab is repeated periodically along its normal z, as a plane-wave calculation requires, with empty space between the copies. No dipole correction is applied. The defence runs as follows. The slab is neutral, and a neutral planar object has no electric field outside it. The electron densities of neighbouring copies do not overlap. The copies are therefore independent once the vacuum is moderately wide. As a check, the vacuum was doubled, the total energy changed little, and the calculation was declared converged. The work function was then read from the potential in the middle of the vacuum.

The premises about the isolated slab are sound. What needs examination is whether they survive the periodic boundary condition, and how fast any damage heals as the vacuum grows.

**What the isolated slab does**

I use Hartree atomic units. Let ρ(z) be the total charge density, nuclei and electrons, averaged over the plane of the slab. The slab is neutral, and its dipole per area is

m = ∫ z ρ(z) dz.

Neutrality makes m independent of the origin of z. The averaged potential obeys φ'' = −4πρ. With no external field its solution is

φ_iso(z) = −2π ∫ |z − z'| ρ(z') dz',

because the second derivative of |z − z'| is 2δ(z − z'). To the right of all the charge, |z − z'| = z − z'. The part proportional to z multiplies the total charge, which is zero, and the rest gives φ_iso = +2πm. To the left, the same steps give φ_iso = −2πm. The potential is flat on both sides, as the manuscript says, but the two plateaus differ by

φ_iso(right) − φ_iso(left) = 4πm.

Averaging over the plane has removed the lateral structure of the potential. In vacuum, a component with in-plane wave vector g ≠ 0 obeys φ_g'' = g²φ_g and decays as exp(−g|z|). For this part, a moderate vacuum is indeed enough. The averaged part has g = 0 and no such decay.

**What periodicity adds**

Let the cell run from −L/2 to L/2, with the slab near z = 0 and L the whole repeat length, slab plus vacuum. A Fourier solution of Poisson's equation without the zero wave vector gives a periodic potential. Since the cell is neutral, the omitted term removes no charge, and φ_per'' = −4πρ still holds. Thus φ_per and φ_iso, for the same density, have the same second derivative in the cell and differ by a linear function:

φ_per(z) = φ_iso(z) + az + c.

Equal values at the two ends of the cell require

2πm + aL/2 + c = −2πm − aL/2 + c,

so that aL = −4πm. The vacuum field is F = −φ_per' = −a, or

F = 4πm/L.

It points along the dipole. The same linear term runs through the slab and acts on it as an applied field.

This is where the manuscript's argument fails. Neutral dipole layers stacked without any condition on the potential would leave no field between them; their steps would add up to a staircase. The periodic condition forbids the staircase and imposes a uniform slope that cancels one step per cell. Non-overlapping densities do not remove that slope. A longer cell spreads the cancellation over a greater length, and nothing more.

The energy changes too. The electrostatic energy per area is half the integral of ρφ, the half being present because the charge itself produces the potential. For a fixed density,

ΔE = ½ ∫ ρ (az + c) dz = ½am = −2πm²/L,

where c drops out by neutrality.

**The slab responds**

The density is not fixed: the field polarizes the slab, and the larger dipole raises the field. Let m0 be the dipole per area of the isolated slab and α its polarizability per area, defined by m = m0 + αf in a weak external field f. This definition corresponds to the energy

U(m) = E0 + (m − m0)²/(2α)

for an isolated slab held at dipole m, since minimizing U(m) − fm gives (m − m0)/α = f.

In a mean-field theory with local or semilocal exchange and correlation, or with none, the other energy terms do not notice the repetition as long as the densities of the copies do not overlap. The periodic energy is then

E(m) = E0 + (m − m0)²/(2α) − 2πm²/L.

Setting the derivative to zero gives (m − m0)/α = 4πm/L, which is m = m0 + αF again. Write λ = 4πα, which is a length. Then

m(1 − λ/L) = m0,
m = m0/(1 − λ/L),
F = 4πm/L = 4πm0/(L − λ).

The second derivative of E(m) is 1/α − 4π/L, so this is a minimum when L > λ.

For the energy, set k = λ/L. Then m − m0 = k m0/(1 − k), and since α = kL/(4π), 1/(2α) = 2π/(kL). The two contributions are

(m − m0)²/(2α) = 2πk m0²/[L(1 − k)²],
−2πm²/L = −2πm0²/[L(1 − k)²].

Their sum contains the factor −(1 − k), which cancels one power in the denominator:

E − E0 = −2πm0²/[L(1 − k)] = −2πm0²/(L − λ).

For L much larger than λ, both the field and the energy error fall as 1/L. Within linear response, this is the full dependence on L. The limit L → ∞ is correct, but it is approached slowly.

If the ions may relax, the same derivation holds with the relaxed polarizability. Here m0 is the dipole of the relaxed isolated slab. The relaxed polarizability is at least as large as the one with the ions clamped at that relaxed geometry, because relaxation can only lower U(m) at a given m while leaving its minimum at m0 in place. If the ions start from an unrelaxed geometry, relaxation changes m0 as well.

**Why doubling the vacuum disappoints**

Let d be the slab thickness and v = L − d the vacuum. The field law becomes

F = 4πm0/(v + d − λ).

A uniform dielectric layer shows what d − λ means. If its permittivity is ε, an outer field F gives an inner field F/ε and a polarization (ε − 1)F/(4πε). Multiplying by d/F gives α, so λ = d(1 − 1/ε) and d − λ = d/ε. The law then reads

Fv + (F/ε)d = 4πm0.

The dipole step is used up partly across the vacuum and partly across the slab. When ε is large, the slab share vanishes and F = 4πm0/v, so doubling the vacuum halves the field. When d − λ is positive and finite, doubling the vacuum multiplies the field by

(v + d − λ)/(2v + d − λ) > ½.

A modest vacuum is thus diluted by the part of the repeat length that was not doubled.

The potential drop across the vacuum is

Fv = 4πm0 v/(v + d − λ).

For λ < d it grows with v and tends to 4πm0. The slope becomes gentle, but the total drop approaches the full dipole step.

**A model slab**

The following example keeps the electrostatics of a real calculation and little else. It has 0.02 electrons per bohr², all in one subband. They are bound by a short-range, chargeless Gaussian well of depth 0.5 hartree and standard deviation 2.5 bohr, centred at z = 0. The neutralizing positive charge is a Gaussian layer of standard deviation 1.5 bohr, centred at z = +1 bohr. The electrons are treated in the Hartree approximation, so exchange and correlation are absent and no particular material is represented.

The isolated slab was solved with the kernel −2π|z − z'|, and its polarizability was obtained from two small applied fields. The periodic cells were solved separately with a Fourier series. The isolated results are

m0 = 0.010102 e/bohr,
λ = 2.897 bohr,
4πm0 = 0.12695 hartree/e = 3.45 V.

Dividing m0 by the areal density gives 0.010102/0.02 = 0.505 bohr, the distance between the centres of the positive and the negative charge. The electrons have followed the positive layer about halfway.

I take d = 12 bohr as the nominal thickness; less than 0.1% of the electrons lie outside it. For a vacuum of 12 bohr, L = 24 bohr and the law predicts

F = 0.12695/(24 − 2.897) = 0.00602 atomic units.

The self-consistent periodic calculation gives 0.00601, or 0.31 V/Å. A rigid dipole would give 0.12695/24 = 0.00529, which is 12% below the calculated field. The dipole itself has risen to 0.01148 e/bohr, 14% above m0. This polarization is the origin of the λ in the denominator.

Doubling the vacuum three times gives these fields, in atomic units, and drops across the vacuum, in hartree/e:

v = 12 bohr: F = 0.00601, drop 0.0722
v = 24 bohr: F = 0.00383, drop 0.0921
v = 48 bohr: F = 0.00222, drop 0.1068
v = 96 bohr: F = 0.00121, drop 0.1160

The successive field ratios are 0.638, 0.580 and 0.543. They approach one half from above, as derived. Meanwhile the drop climbs towards 0.12695.

To bring the field down to 0.001 atomic units, about 0.05 V/Å, the law asks for

L = λ + 4πm0/F = 2.897 + 0.12695/0.001 ≈ 129.8 bohr,

or 68.7 Å. A periodic calculation at that length returned the intended field to the printed accuracy. Nearly 118 bohr of this cell is vacuum.

**The convergence check in the manuscript**

The manuscript takes a small energy change on doubling the vacuum as a sign of a small remaining error. For an error proportional to 1/(v + d − λ), the change on going from v to 2v is proportional to

1/(v + d − λ) − 1/(2v + d − λ) = v/[(v + d − λ)(2v + d − λ)].

The error that remains is proportional to 1/(2v + d − λ). Their ratio is

change/remaining error = v/(v + d − λ),

which is below one for λ < d. The observed change then understates the remaining error.

In the model, an area of 50 bohr² holds one electron. For that area, the energy errors relative to the isolated slab are −41.3, −26.4, −15.3 and −8.3 meV for the four vacuum widths. The first doubling changes the energy by 15 meV and leaves an error of 26 meV. The ratio is 0.57, in agreement with 12/(12 + 12 − 2.897) = 0.57.

Such errors need not cancel in energy differences. At fixed L and λ they scale with m0², so a clean surface and the same surface with an adsorbate will in general have different errors if their dipoles differ in magnitude. A change in λ alters the error as well.

**The work function**

An electron has potential energy −φ, so each face has its own work function, measured from the Fermi level to the plateau outside that face. For the isolated model slab they are 0.3644 hartree on the left and 0.2375 hartree on the right. The difference, 0.1269 hartree, is the dipole step. The right face has the lower value because φ is higher there.

The uncorrected cell has no plateau. At the middle of the vacuum, z = L/2, the periodic potential is

φ_per(L/2) = 2πm − (4πm/L)(L/2) + c = c.

The isolated plateaus, shifted by the same c, lie at c + 2πm and c − 2πm. The midpoint reading is their mean. As L grows, the field inside the slab vanishes and the Fermi level, measured from the same reference, settles. The reading therefore converges to the mean of the two work functions, here (0.3644 + 0.2375)/2 = 0.3010 hartree. This is about 0.063 hartree, or 1.7 eV, away from either face. A stable value at mid-vacuum is thus no evidence that a work function has been found.

**What does cure the slab**

The unwanted term in the potential is −(4πm/L)z. Add its opposite,

φ_corr(z) = +(4πm/L)z for −L/2 < z < L/2,

with m recomputed in each self-consistency cycle. The corresponding energy is ½ ∫ ρφ_corr dz = +2πm²/L, which cancels the periodic term in E(m). Its derivative with respect to ρ(z) is (4πm/L)z, so potential and energy are consistent. What remains is U(m), whose minimum is m0.

The added potential jumps by 4πm at the cell boundary. That jump must lie in vacuum where the electron density is negligible. The vacuum must also be wide enough for the lateral structure to decay. These are the requirements for which moderate vacuum is suited.

With this correction, the smallest model cell, L = 24 bohr, gives m = 0.010102 e/bohr. The energy error falls in magnitude from 30.4 to below 0.001 microhartree/bohr². Both work functions agree with the isolated values to the printed digits.

A control calculation separates the dipole from the mere closeness of the copies. With the positive layer moved to z = 0, the slab is symmetric and m0 = 0. The relation m(1 − λ/L) = m0 then gives m = 0 for L > λ. In the same uncorrected 24 bohr cell, the calculated field is zero to rounding, and the energy error is again below 0.001 microhartree/bohr². The copies are as close as before; the dipole is what has gone.

If a correction is unavailable, extrapolation is possible. The field law can be written

1/F = (L − λ)/(4πm0),

a straight line in L. The fields 0.006012 and 0.003834 at L = 24 and 36 bohr give inverse fields of 166.3 and 260.8. The slope is 94.5/12 = 7.87, hence 4πm0 ≈ 0.127 hartree/e, and λ ≈ 24 − 166.3 × 0.127 ≈ 2.9 bohr. Both agree with the isolated slab. Two small cells, used with the right law, say more here than one large cell assumed to be converged.

**Limits of the analysis**

The laws assume linear response. At L = 24 bohr, the smallest cell and the one with the largest field, the calculated field agrees with the law to better than 0.1%.

A stronger failure occurs if electrons move from one face to the other. The potential rise across the slab equals the drop across the vacuum, so for λ < d it grows as the vacuum is widened. If it lifts an occupied level at one face above an empty level at the other, charge is transferred and a fixed m0 and α no longer describe the slab. The correction does not prevent this, since it restores the isolated slab, in which, for λ < d, the rise is largest. In the uncorrected model cells with the four vacuum widths listed, the second subband lies more than 0.207 hartree above the first. The in-plane Fermi energy is 0.063 hartree, so the second subband stays empty.

A charged slab is outside the analysis, because neutrality was used at each stage. So is the question of how a polar crystal terminates itself. If the dipole of an ideal termination grows with the number of layers, the correction gives the proper electrostatics of each chosen slab, but it does not make that termination stable.

**Recommendation**

The claim that the copies are independent should be withdrawn. The calculations should be repeated with a self-consistent dipole correction, or with a symmetric slab if the physical question allows one. The vacuum width should then be converged again, and a work function reported for each face. The numerical output below gives the model data in full.

Table of computed values

```
MODEL INPUT
electrons per area: 0.02 bohr^-2
well depth: 0.5 hartree; well width: 2.5 bohr
positive layer width: 1.5 bohr; shift: 1.0 bohr
nominal slab thickness: 12.0 bohr
ISOLATED SLAB
electron fraction outside nominal slab: 6.7e-04
dipole per area m0: 0.010102 e/bohr
4 pi alpha: 2.8968 bohr
potential step: 0.12695 hartree/e = 3.454 V
work function left: 0.36444 hartree
work function right: 0.23750 hartree
frozen density, L = 40 bohr, deviation of potential
  difference from a straight line: 2.7e-07 hartree/e
  energy shift: -16.031 microhartree/bohr^2
UNCORRECTED PERIODIC CELLS
vacuum 12 bohr, L = 24 bohr:
  field: 0.006012 a.u. = 0.3092 V/angstrom
  field law: 0.006016 a.u.; rigid-dipole law: 0.005289 a.u.
  dipole per area: 0.011483 e/bohr
  drop across vacuum: 0.07218 hartree/e
  energy error: -30.375, law: -30.385 microhartree/bohr^2
  energy error per 50 bohr^2: -41.33 meV
vacuum 24 bohr, L = 36 bohr:
  field: 0.003834 a.u. = 0.1972 V/angstrom
  field law: 0.003835 a.u.; rigid-dipole law: 0.003526 a.u.
  dipole per area: 0.010984 e/bohr
  drop across vacuum: 0.09206 hartree/e
  energy error: -19.368, law: -19.370 microhartree/bohr^2
  energy error per 50 bohr^2: -26.35 meV
vacuum 48 bohr, L = 60 bohr:
  field: 0.002223 a.u. = 0.1143 V/angstrom
  field law: 0.002223 a.u.; rigid-dipole law: 0.002116 a.u.
  dipole per area: 0.010614 e/bohr
  drop across vacuum: 0.10676 hartree/e
  energy error: -11.229, law: -11.229 microhartree/bohr^2
  energy error per 50 bohr^2: -15.28 meV
vacuum 96 bohr, L = 108 bohr:
  field: 0.001208 a.u. = 0.0621 V/angstrom
  field law: 0.001208 a.u.; rigid-dipole law: 0.001175 a.u.
  dipole per area: 0.010380 e/bohr
  drop across vacuum: 0.11601 hartree/e
  energy error: -6.101, law: -6.101 microhartree/bohr^2
  energy error per 50 bohr^2: -8.30 meV
field ratios on doubling vacuum: 0.638, 0.580, 0.543
smallest subband gap: 0.2079 hartree; in-plane Fermi energy: 0.0628 hartree
REPEAT LENGTH FOR A TOLERATED FIELD
tolerated field: 0.001 a.u. = 0.0514 V/angstrom
predicted L: 129.84 bohr = 68.71 angstrom
field computed at that L: 0.0010000 a.u.
DIPOLE CORRECTION AND SYMMETRIC CONTROL, L = 24 bohr
corrected dipole per area: 0.010102 e/bohr
corrected energy error: -0.0006 microhartree/bohr^2
corrected work functions, left and right: 0.36444, 0.23750 hartree
symmetric slab field: 1.6e-17 a.u.
symmetric slab energy error: -0.0004 microhartree/bohr^2
```
